\section*{Transport electron-phonon coupling from a silicide's resistivity slope and plasma frequency}

\section{What the two measurements contain}

\textbf{Q.} I have the resistivity of a metallic silicide film at high temperature and, from elsewhere, its Drude plasma frequency. A slope mixes carrier number, mass and scattering. Why should one extra number separate them?

\textbf{A.} It separates scattering from the ratio of carrier number to mass; it does not separate number from mass. The plasma frequency measures how the electrons accelerate, without reference to scattering. I use atomic units, $\hbar=m_e=e=4\pi\epsilon_0=1$, with electron charge $-1$. The symbol $\theta$ is the temperature in kelvin and $T=k_B\theta$ is an energy. Sums over $k$ cover the states of one spin in volume $V$, band index included, and energies $\varepsilon_k$ are measured from the chemical potential.

A field $E$ along $x$ gives $\dot k_x=-E$. Without collisions the occupation starts to change as
\begin{equation}
\partial_t f=-\dot k_x\,\partial_{k_x}f_0=E\,v_xf_0',\qquad f_0'=\frac{df_0}{d\varepsilon}.
\end{equation}
The current density is $j=-(2/V)\sum_k v_xf_k$, so
\begin{equation}
\frac{dj}{dt}=\frac{2E}{V}\sum_k v_x^2(-f_0')\equiv\frac{\Omega_p^2}{4\pi}E,
\qquad \Omega_p^2=\frac{8\pi}{V}\sum_k v_x^2(-f_0').
\label{drude}
\end{equation}
Integration by parts turns the sum into $\sum_k f_0\,\partial^2\varepsilon/\partial k_x^2$. For free electrons this gives $\Omega_p^2=4\pi n_e$, with $n_e$ the density. No collision rate has entered.

\section{From collisions to a resistivity}

\textbf{Q.} The resistivity still needs a scattering time. Are you going to assume one?

\textbf{A.} No, it comes from the golden rule. Let phonons of energy $\omega$ stay in equilibrium with occupation $n=1/(e^{\omega/T}-1)$. The rate from $k$ to $k'$ is
\begin{equation}
R_{kk'}=2\pi|g_{kk'}|^2\left[n\,\delta(\varepsilon'-\varepsilon-\omega)+(n+1)\,\delta(\varepsilon'-\varepsilon+\omega)\right],
\end{equation}
for absorption and emission. Since $f_0/(1-f_0)=e^{-\varepsilon/T}$ and $(n+1)/n=e^{\omega/T}$, the equilibrium flow $P_{kk'}=f_0(\varepsilon_k)[1-f_0(\varepsilon_{k'})]R_{kk'}$ equals $P_{k'k}$.

Write the disturbed occupation as $f=f_0+(-f_0')\phi$. To first order, $f/(1-f)=e^{-\varepsilon/T}(1+\phi/T)$. The net flow out of $k$ towards $k'$ is
\begin{equation}
(1-f_k)(1-f_{k'})\left[\frac{f_k}{1-f_k}R_{kk'}-\frac{f_{k'}}{1-f_{k'}}R_{k'k}\right].
\end{equation}
The bracket vanishes in equilibrium, so only its own first-order change counts. The total loss rate is therefore
\begin{equation}
(H\phi)_k=\frac1T\sum_{k'}P_{kk'}(\phi_k-\phi_{k'}).
\end{equation}
Define $X_k=v_x(-f_0')$ and $\langle a,b\rangle=\sum_k a_kb_k$. In the steady state drift balances loss, $-EX-H\phi=0$. Inserting $\phi=-EH^{-1}X$ in the current gives
\begin{equation}
\sigma=\frac{j}{E}=\frac2V\langle X,H^{-1}X\rangle .
\end{equation}
A uniform $\phi$ is annihilated by $H$, but $X$ is orthogonal to it because $\sum_kX_k=0$. The inverse is taken on the remaining space.

\textbf{Q.} Inverting $H$ requires the full collision operator. You have two numbers.

\textbf{A.} A bound avoids the inversion. Symmetry of $P$ gives
\begin{equation}
\langle u,Hu\rangle=\frac1{2T}\sum_{kk'}P_{kk'}(u_k-u_{k'})^2\ge0,
\end{equation}
so the Cauchy--Schwarz inequality applies: $\langle u,X\rangle^2\le\langle u,Hu\rangle\langle X,H^{-1}X\rangle$. Choose $u=v_x$, a rigid shift of the distribution in energy proportional to velocity. From (\ref{drude}), $\langle v_x,X\rangle=V\Omega_p^2/8\pi$, and hence
\begin{equation}
\rho\le\frac{V\langle v_x,Hv_x\rangle}{2\langle v_x,X\rangle^2}
=\frac{4\pi}{\Omega_p^2}\frac1\tau,\qquad
\frac1\tau=\frac{\langle v_x,Hv_x\rangle}{\langle v_x,X\rangle}.
\label{bound}
\end{equation}
Equality holds when $Hv_x\propto X$: the velocity pattern then decays as a single mode.

\section{The coupling and its high-temperature slope}

\textbf{Q.} Where does an electron-phonon coupling appear in $1/\tau$?

\textbf{A.} After the energy integrals. Absorption and emission contribute equally to $\langle v_x,Hv_x\rangle$, because exchanging $k$ and $k'$ maps one into the other. Keeping absorption twice removes the factor $1/2$. Assume that velocities, matrix elements and density of states are constant over several $T$. The remaining integral follows from
\begin{align}
f_0(\varepsilon)-f_0(\varepsilon+\omega)
&=f_0(\varepsilon)[1-f_0(\varepsilon+\omega)](1-e^{-\omega/T}),\\
\int d\varepsilon\,f_0(\varepsilon)[1-f_0(\varepsilon+\omega)]&=\omega(n+1),
\end{align}
since the difference of two Fermi functions displaced by $\omega$ has area $\omega$. Let $N_0=\sum_k\delta(\varepsilon_k)$ and let $\langle v_x^2\rangle$ be the Fermi-surface average, so $\langle v_x,X\rangle=N_0\langle v_x^2\rangle$. Define
\begin{equation}
\alpha_{\rm tr}^2F(\omega)=\frac1{N_0}\sum_{kk'}|g_{kk'}|^2
\frac{(v_x-v_x')^2}{2\langle v_x^2\rangle}
\delta(\varepsilon_k)\delta(\varepsilon_{k'})\delta(\omega-\omega_{kk'}).
\end{equation}
The average $\langle v_x^2\rangle$ cancels, and the 2 beside it turns the golden-rule $2\pi$ into $4\pi$:
\begin{equation}
\frac1\tau=\frac{4\pi}{T}\int d\omega\,\omega n(n+1)\alpha_{\rm tr}^2F
=4\pi T\int d\omega\,\frac{\alpha_{\rm tr}^2F}{\omega}\left(\frac{x}{\sinh x}\right)^2,
\label{rate}
\end{equation}
where $x=\omega/2T$ and $n(n+1)=1/(4\sinh^2x)$ were used.

For $T$ well above the phonon energies, $(x/\sinh x)^2=1-x^2/3+\cdots$. With
\begin{equation}
\lambda_{\rm tr}=2\int\frac{\alpha_{\rm tr}^2F}{\omega}d\omega,\qquad
\langle\omega^2\rangle=\frac2{\lambda_{\rm tr}}\int\omega\,\alpha_{\rm tr}^2F\,d\omega,
\end{equation}
equation (\ref{rate}) becomes
\begin{equation}
\frac1\tau=2\pi\lambda_{\rm tr}G(T),\qquad G(T)=T-\frac{\langle\omega^2\rangle}{12T}+\cdots .
\label{G}
\end{equation}
If the velocity relaxes as one mode, $\rho=8\pi^2\lambda_{\rm tr}T/\Omega_p^2$ at leading order. This motivates the slope coupling
\begin{equation}
\lambda_s=\frac{\Omega_p^2}{8\pi^2}\frac{d\rho}{dT}
\quad\longrightarrow\quad
\lambda_s=\frac{\hbar\epsilon_0\omega_p^2}{2\pi k_B}\frac{d\rho}{d\theta}\ \hbox{(SI)}.
\label{main}
\end{equation}
The SI form follows from $\rho=1/(\epsilon_0\omega_p^2\tau)$ and $1/\tau=2\pi\lambda_s k_B\theta/\hbar$. Numerically, $\lambda_s=0.2484$ times $(\hbar\omega_p)^2$ in eV$^2$ times the slope in $\mu\Omega\,$cm/K.

\textbf{Q.} Does the slope mean the same thing on cooling?

\textbf{A.} No. Take $\alpha_{\rm tr}^2F\propto\omega^4$ at low energy. The integral in (\ref{rate}) is then $\int\omega^3(x/\sinh x)^2d\omega\propto T^4$, and $\rho\propto T^5$. Its slope is no longer a direct measure of $\lambda_{\rm tr}$.

\section{When the velocity is not one mode}

\textbf{Q.} A silicide can have several Fermi sheets. What does (\ref{main}) return then?

\textbf{A.} At high $T$, $n\simeq n+1\simeq T/\omega$ and the collisions are nearly elastic. $H$ and $X$ then share the energy weight $-f_0'$, whose integral is one. Apart from this weight $H$ is proportional to $T$, so the true resistivity is linear. Dividing (\ref{bound}) by $T$ shows that its asymptotic slope obeys $\lambda_s\le\lambda_{\rm tr}$.

The gap can be calculated for isotropic sheets with isotropic scattering between them. On sheet $a$ let the velocity decay at rate $2\pi T\lambda_a$, and let $D_a$ be the sheet's share of $\Omega_p^2$. The steady solution is $\phi=-Ev_x/(2\pi T\lambda_a)$, so the sheets conduct in parallel:
\begin{equation}
\frac1{\lambda_s}=\sum_a\frac{D_a}{\lambda_a},\qquad
\lambda_{\rm tr}=\sum_aD_a\lambda_a .
\end{equation}
The second expression is the average of decay rates in $\langle v_x,Hv_x\rangle$. For two sheets of equal density of states and speeds in the ratio $1.2:0.8$, the shares are $0.692$ and $0.308$. Model couplings $0.120$ and $0.225$ give $\lambda_s=0.140$ and $\lambda_{\rm tr}=0.152$, which is $8.7\%$ above $\lambda_s$.

\textbf{Q.} And impurities?

\textbf{A.} They add an elastic term $H_i$. With the common energy weight $-f_0'$ again integrated out, $H_i$ does not depend on temperature and $H=H_i+TH_1$. The resistivity is the minimum over $u$ of $V\langle u,Hu\rangle/2\langle u,X\rangle^2$. Each candidate is a straight line in $T$, and a minimum of straight lines is concave. In this elastic regime the slope at finite $T$ is therefore at least the asymptotic slope.

\section{Which plasma frequency}

\textbf{Q.} Phonons also make electrons heavier. Should $\Omega_p$ include that mass?

\textbf{A.} Not in (\ref{main}). Consider isotropic scattering, a self-energy depending on energy alone, and one phonon energy $\omega_0$ with $\alpha^2F=(\lambda\omega_0/2)\delta(\omega-\omega_0)$. For a wide flat band at $T=0$, the energy integrals over empty and filled states give
\begin{equation}
{\rm Re}\,\Sigma(\varepsilon)=\frac{\lambda\omega_0}{2}
\ln\left|\frac{\varepsilon-\omega_0}{\varepsilon+\omega_0}\right|
\simeq-\lambda\varepsilon .
\end{equation}
With bare scattering rate $\Gamma$, the pole moves to $(\varepsilon_k-i\Gamma/2)/(1+\lambda)$. Velocities fall by $1+\lambda$ and the density of states rises by the same factor, so $\sum v_x^2\delta(\varepsilon)$ falls by $1+\lambda$. The decay rate falls by $1+\lambda$ too, and the ratio that sets the steady conductivity is unchanged. A bare rate must be paired with the bare $\Omega_p$.

At finite $T$ the Fermi step is a thermal superposition of sharp steps, which gives
\begin{equation}
-\frac1\lambda\left.\frac{d\,{\rm Re}\,\Sigma}{d\varepsilon}\right|_0
={\rm P}\!\!\int dy\,(-f_0'(y))\frac{\omega_0^2}{\omega_0^2-y^2}.
\end{equation}
At high $T$, $-f_0'$ is flat on the scale $\omega_0$, and the principal-value integral of the remaining factor is zero. Quadrature gives $0.017$ at $T=5\omega_0$, but still $0.28$ at 400 K for $\omega_0=0.030$ eV. A Drude weight $\Omega_p^2$ from low-temperature, low-frequency optics is reduced by the factor $1+\lambda$ and must be multiplied by it before use.

\section{A silicide contact film}

\textbf{Q.} Put numbers in, and do not hide the finite phonon energy.

\textbf{A.} Take a polycrystalline titanium disilicide film 50 nm thick, with rough typical inputs: $15$ and $24\ \mu\Omega\,$cm at 300 and 500 K, a bare plasma energy of $4.2$ eV and a transport phonon energy of $0.030$ eV. The chord slope is $9/200=0.045\ \mu\Omega\,$cm/K, and
\begin{equation}
\lambda_{\rm raw}=0.2484\times(4.2)^2\times0.045=0.197 .
\end{equation}
By (\ref{G}), a chord between $T_1$ and $T_2$ is too steep by
\begin{equation}
\frac{G(T_2)-G(T_1)}{T_2-T_1}\simeq1+\frac{\langle\omega^2\rangle}{12T_1T_2}
=1+\frac{(0.030)^2}{12(0.02585)(0.04309)}=1.067 .
\end{equation}
The full function $T(x/\sinh x)^2$ gives $G/k_B=268.5$ and $480.3$ K, hence a factor $211.8/200=1.059$. A spectrum $\alpha_{\rm tr}^2F\propto\omega^4$ up to a cutoff, with the same $\langle\omega^2\rangle$, gives $1.058$. The corrected value is
\begin{equation}
\lambda_s=0.197/1.059=0.186 .
\end{equation}
The asymptotic slope is $0.0425\ \mu\Omega\,$cm/K, and the residual resistivity, taken as additive, is $15-0.0425\times268.5\simeq3.6\ \mu\Omega\,$cm. A straight line through the data would extrapolate to $15-0.045\times300=1.5\ \mu\Omega\,$cm instead. These values depend on the assumed phonon energy: $0.020$ and $0.040$ eV give factors $1.028$ and $1.094$, couplings $0.192$ and $0.180$, and residuals $2.5$ and $4.9\ \mu\Omega\,$cm.

\textbf{Q.} Does that correction recover a coupling when the collision equation is solved in full?

\textbf{A.} Nearly. For one isotropic sheet and the same phonon energy, I solved $H\phi=-EX$ as a matrix equation on an energy grid of spacing $\omega_0/4$. The model had $\lambda_{\rm tr}=0.180$ and a mean scattering cosine of $0.4$. Its resistivities at 300 and 500 K return $0.192$ raw and $0.181$ corrected. The last value lies slightly above $\lambda_{\rm tr}$ without violating (\ref{bound}): the true resistivity is below the bound at both temperatures, but by more at 300 K, which steepens the chord. The inequality $\lambda_s\le\lambda_{\rm tr}$ concerns the asymptotic slope.

\textbf{Q.} Is Boltzmann transport safe at these rates?

\textbf{A.} The total rates $\hbar/\tau=\epsilon_0(\hbar\omega_p)^2\rho/\hbar$ are $0.036$ and $0.057$ eV. Both exceed $k_B\theta$, which is $0.026$ and $0.043$ eV, so the electronic quantities must also be smooth over $\hbar/\tau$. With a rough Fermi speed of $0.40$ nm/fs, the mean free paths are $7.4$ and $4.6$ nm, well above an atomic spacing of about $0.26$ nm.

Saturation can still matter. Suppose it acts as a parallel resistor $\rho_m$, reached when the path equals the spacing: $\rho_m=15\times7.40/0.26\simeq427\ \mu\Omega\,$cm. Removing it multiplies the chord by
\begin{equation}
\frac1{(1-\rho_1/\rho_m)(1-\rho_2/\rho_m)}=1.098,
\end{equation}
a $9.8\%$ increase in $\lambda_s$. This is a phenomenological estimate, and it depends on the assumed $\rho_m$: a value of $250\ \mu\Omega\,$cm would give a factor $1.177$.

\textbf{Q.} The lattice expands as well.

\textbf{A.} For an estimate, hold the electronic quantities fixed, $\Omega_p$ included, and take the classical limit $\rho\propto\theta\lambda$ with $\lambda\propto\omega^{-2}$. For Gr\"uneisen parameter $\gamma$ and volume expansion $\beta$, $\lambda\propto e^{2\gamma\beta\theta}$, and $d(\theta\lambda)/d\theta=\lambda(1+2\gamma\beta\theta)$. Model values $\gamma=2$ and $\beta=3\times10^{-5}$ K$^{-1}$ make the slope too large by about $4.8\%$ at 400 K. Recovering the coupling at that temperature lowers $\lambda_s$ by $4.6\%$, or by $4.3\%$ if the finite phonon energy is kept in $G$.

\textbf{Q.} Why do the surfaces of a thin film not spoil everything?

\textbf{A.} Let $l$ be the path, $d$ the thickness and $u$ the direction cosine to the film normal. Electrons leaving a diffuse surface rebuild their drift as $1-e^{-z/ul}$ at depth $z$. Averaging over depth and direction gives
\begin{equation}
\frac{\sigma_{\rm film}}{\sigma}=\frac32\int_0^1(1-u^2)
\left[1-\frac{ul}{d}(1-e^{-d/ul})\right]du
\simeq1-\frac{3l}{8d}
\end{equation}
for $l\ll d$. The added resistivity is $3\rho l/8d$ at first order, and $\rho l$ does not depend on temperature. Treating $15$ and $24$ as bulk values, quadrature gives film values of $15.88$ and $24.86\ \mu\Omega\,$cm. The level shifts visibly, while the slope changes the inferred coupling by only $0.2\%$ at this thickness. The change grows to $1.2\%$ at 20 nm and $2.2\%$ at 10 nm.

\textbf{Q.} How does this stand beside a real contact?

\textbf{A.} A resistivity near $15\ \mu\Omega\,$cm at room temperature is of the size expected for the low-resistivity C54 phase; the other inputs are rough, and the coupling is no better than they are. A $5\%$ error in plasma energy alone moves $\lambda_s$ between $0.168$ and $0.205$. Using a fully dressed, low-temperature Drude weight would give $0.157$, if the mass enhancement equals $\lambda_s$. Real films are also anisotropic. If $\Omega_p^2$ along the axes stood as $0.85:1:1.15$ at equal coupling, using its mean would overestimate $\lambda_s$ by about $1.5\%$ for grains in series, which is the upper extreme; an effective-medium average over the three axes gives $0.5\%$. Grain-boundary scattering that varies with temperature is not included. I would quote $\lambda_s\simeq0.19$, with a $5\%$ error in plasma energy moving it by a tenth either way, saturation raising it by a tenth or more depending on $\rho_m$, and the phonon energy moving it by about $3\%$ per $0.010$ eV. It is a transport coupling, with weight $(v_x-v_x')^2$, and should not be used unchanged as the coupling for superconductivity.
